# Strang splitting: modified Hamiltonian and fourth-order triple composition: verification in Python

```python
# RESULT UNDER TEST (hbar = 1)
# Strang step S(tau) = exp(-i V tau/2) exp(-i T tau) exp(-i V tau/2), H = T + V.
# S(tau) = exp(-i tau Hmod), Hmod = H + tau^2 H2 + tau^4 H4 + ...,
# H2 = [V,[V,T]]/24 - [T,[T,V]]/12.
# The triple S(g1 tau) S(g0 tau) S(g1 tau), g1 = 1/(2-2^(1/3)), g0 = -2^(1/3) g1,
# has a modified Hamiltonian H + tau^4 K4 + ..., hence fourth order.
# Example: rotor H = L^2/2 + g (1 - cos phi), moment of inertia 1, dimensionless.
import numpy as np
from scipy.linalg import schur

G1 = 1 / (2 - 2 ** (1 / 3))
G0 = -2 ** (1 / 3) * G1


def comm(a, b):
    return a @ b - b @ a


def norm(a):
    return np.linalg.norm(a, 2)


def evolve(h, t):
    w, v = np.linalg.eigh(h)
    return (v * np.exp(-1j * w * t)) @ v.conj().T


def strang(T, V, tau):
    half = evolve(V, tau / 2)
    return half @ evolve(T, tau) @ half


def triple(T, V, tau):
    outer = strang(T, V, G1 * tau)
    return outer @ strang(T, V, G0 * tau) @ outer


def second_order_term(T, V):
    return comm(V, comm(V, T)) / 24 - comm(T, comm(T, V)) / 12


def modified_hamiltonian(step, tau, centre=0.0):
    """Principal logarithm of a unitary step, energies measured from centre."""
    tri, vec = schur(step * np.exp(1j * tau * centre), output="complex")
    angle = np.angle(np.diag(tri))
    h = centre * np.eye(len(step)) - (vec * angle) @ vec.conj().T / tau
    return h, np.max(np.abs(angle))


def extrapolate(f, tau):
    """Remove the tau^2 correction from a function even in tau."""
    return (4 * f(tau / 2) - f(tau)) / 3


# ---------- general algebra on random Hermitian matrices ----------
rng = np.random.default_rng(7)


def random_hermitian(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    a = a + a.conj().T
    return a / norm(a)


A, B = random_hermitian(6), random_hermitian(6)
HR = A + B
H2R = second_order_term(A, B)
TTV, VVT = comm(A, comm(A, B)), comm(B, comm(B, A))

# exact integral representation of the local error, at a large step
nodes, weights = np.polynomial.legendre.leggauss(14)
nodes, weights = (nodes + 1) / 2, weights / 2


def defect(t):
    d = np.zeros((6, 6), complex)
    for u, w in zip(nodes, weights):
        ea = evolve(A, t * u)
        eb = evolve(B, -t * u / 2)
        d -= 0.5 * w * t * t * (1 - u) * ea @ TTV @ ea.conj().T
        d += w * (t / 2) ** 2 * (1 - u) * eb @ VVT @ eb.conj().T
    return d


big = 1.0
integral = np.zeros((6, 6), complex)
for u, w in zip(nodes, weights):
    s = big * u
    eb = evolve(B, s / 2)
    integral += (-1j * big * w * evolve(HR, big - s) @ eb @ defect(s)
                 @ eb.conj().T @ strang(A, B, s))
integral_gap = norm(strang(A, B, big) - evolve(HR, big) - integral)
assert integral_gap < 1e-11
for tau in (0.05, 0.3, 1.0):
    err = norm(strang(A, B, tau) - evolve(HR, tau))
    assert err <= tau ** 3 * (norm(TTV) / 12 + norm(VVT) / 24)

# quadratic term of the modified Hamiltonian, read off the matrix logarithm
H2_log = extrapolate(
    lambda t: (modified_hamiltonian(strang(A, B, t), t)[0] - HR) / t ** 2, 0.1)
H2_gap = norm(H2_log - H2R) / norm(H2R)
assert H2_gap < 1e-5
even_gap = norm(modified_hamiltonian(strang(A, B, 0.7), 0.7)[0]
                - modified_hamiltonian(strang(A, B, -0.7), -0.7)[0])
assert even_gap < 1e-12

# quartic term of the triple composition
H4R = extrapolate(lambda t: (modified_hamiltonian(strang(A, B, t), t)[0]
                             - HR - t ** 2 * H2R) / t ** 4, 0.1)
K4_log = extrapolate(
    lambda t: (modified_hamiltonian(triple(A, B, t), t)[0] - HR) / t ** 4, 0.04)
quintic_sum = 2 * G1 ** 5 + G0 ** 5
nested_coeff = -(G1 ** 2 * (1 - G0 ** 3) + G0 ** 5) / 24
K4_formula = quintic_sum * H4R + nested_coeff * comm(HR, comm(HR, H2R))
K4_gap = norm(K4_log - K4_formula) / norm(K4_log)
K4_gap_without = norm(K4_log - quintic_sum * H4R) / norm(K4_log)
assert K4_gap < 1e-3 and K4_gap_without > 1e-2

# ---------- oscillator: closed modified Hamiltonian, unbounded operators ----------
npt, box, tau_ho = 128, 20.0, 0.5
x = (np.arange(npt) - npt // 2) * box / npt
k = 2 * np.pi * np.fft.fftfreq(npt, box / npt)
theta = 2 * np.arcsin(tau_ho / 2)
alpha = theta / np.sin(theta)
beta = alpha * (1 - tau_ho ** 2 / 4)
gauss = np.exp(-np.sqrt(beta / alpha) * x ** 2 / 2)
kick = np.exp(-1j * tau_ho * x ** 2 / 4)
ho_gap = 0.0
for level, state in enumerate((gauss, x * gauss)):
    state = state / np.linalg.norm(state)
    drift = np.fft.ifft(np.exp(-1j * tau_ho * k ** 2 / 2) * np.fft.fft(kick * state))
    target = np.exp(-1j * theta * (level + 0.5)) * state
    ho_gap = max(ho_gap, np.linalg.norm(kick * drift - target))
assert ho_gap < 1e-10

# ---------- hindered rotor ----------
g = 4.0


def rotor(n):
    phi = 2 * np.pi * np.arange(n) / n
    m = np.arange(n) - n // 2
    F = np.exp(1j * np.outer(phi, m)) / np.sqrt(n)
    L = (F * m) @ F.conj().T
    T = (F * (m ** 2 / 2)) @ F.conj().T
    V = np.diag(g * (1 - np.cos(phi))).astype(complex)
    psi = np.exp(2 * np.cos(phi - 1)).astype(complex)
    return phi, L, T, V, psi / np.linalg.norm(psi)


# differential form of H2, on a fine grid where the packet is fully resolved
phi, L, T, V, psi = rotor(41)
fine_levels = np.linalg.eigvalsh(T + V)
local_form = (L @ (g * np.cos(phi) * (L @ psi)) / 12
              + g * np.cos(phi) * psi / 48 - (g * np.sin(phi)) ** 2 * psi / 24)
form_gap = np.linalg.norm(second_order_term(T, V) @ psi - local_form)
assert form_gap < 1e-9

npoints = 17
phi, L, T, V, psi = rotor(npoints)
H, H2 = T + V, second_order_term(T, V)
E, states = np.linalg.eigh(H)
assert np.max(np.abs(E[:4] - fine_levels[:4])) < 1e-5
eT, eV = np.linalg.eigvalsh(T), np.linalg.eigvalsh(V)
width = eT[-1] - eT[0] + eV[-1] - eV[0]
centre = (eT[-1] + eT[0] + eV[-1] + eV[0]) / 2
tau_limit = 2 * np.pi / width
triple_limit = tau_limit / (2 * G1 + abs(G0))
for frac in (0.3, 0.6, 0.95):
    t = frac * tau_limit
    assert modified_hamiltonian(strang(T, V, t), t, centre)[1] <= t * width / 2 + 1e-12
    t = frac * triple_limit
    assert modified_hamiltonian(triple(T, V, t), t, centre)[1] <= frac * np.pi + 1e-12

# local error
tau = 0.1
norm_ttv, norm_vvt = norm(comm(T, comm(T, V))), norm(comm(V, comm(V, T)))
local_error = norm(strang(T, V, tau) - evolve(H, tau))
local_bound = tau ** 3 * (norm_ttv / 12 + norm_vvt / 24)
assert local_error <= local_bound


def packet_local(t):
    actual = (strang(T, V, t) - evolve(H, t)) @ psi
    half = evolve(H, t / 2)
    return actual, -1j * t ** 3 * half @ H2 @ half @ psi


actual, leading = packet_local(0.02)
assert np.linalg.norm(actual - leading) < 0.01 * np.linalg.norm(leading)
actual, leading = packet_local(tau)

# level shifts
def strang_levels(t):
    return np.linalg.eigvalsh(modified_hamiltonian(strang(T, V, t), t, centre)[0])


force2 = np.array([np.sum(np.abs(states[:, n]) ** 2 * (g * np.sin(phi)) ** 2)
                   for n in range(4)])
shift_coeff = extrapolate(lambda t: (strang_levels(t)[:4] - E[:4]) / t ** 2, 0.05)
assert np.allclose(shift_coeff, force2 / 24, rtol=2e-3)
E_mod = strang_levels(tau)[:4]

# long-time energy behaviour
def energy_errors(t, total=200.0):
    step, state = strang(T, V, t), psi.copy()
    corrected = H + t ** 2 * H2
    e0 = np.vdot(psi, H @ psi).real
    c0 = np.vdot(psi, corrected @ psi).real
    rec = []
    for _ in range(round(total / t)):
        state = step @ state
        rec.append((abs(np.vdot(state, H @ state).real - e0),
                    abs(np.vdot(state, corrected @ state).real - c0)))
    rec = np.array(rec)
    mid = len(rec) // 2
    return rec[:mid].max(axis=0), rec[mid:].max(axis=0)


first, second = energy_errors(0.1)
first_h, second_h = energy_errors(0.05)
assert second[0] < 1.2 * first[0]
coarse, finer = np.maximum(first, second), np.maximum(first_h, second_h)
energy_ratio = coarse / finer
assert 3.5 < energy_ratio[0] < 4.5 and 12 < energy_ratio[1] < 20

# fixed-time errors at equal numbers of Strang substeps
total = 6.0
reference = evolve(H, total) @ psi
table = []
for big_step in (0.12, 0.06, 0.03):
    n = round(total / big_step)
    small = big_step / 3
    s_end = np.linalg.matrix_power(strang(T, V, small), 3 * n) @ psi
    t_end = np.linalg.matrix_power(triple(T, V, big_step), n) @ psi
    m_end = evolve(H + small ** 2 * H2, total) @ psi
    table.append((3 * n, small, np.linalg.norm(s_end - reference),
                  np.linalg.norm(s_end - m_end), big_step,
                  np.linalg.norm(t_end - reference)))
order_s, order_m, order_t = (np.log2(table[1][c] / table[2][c]) for c in (2, 3, 5))
assert abs(order_s - 2) < 0.05
assert abs(order_m - 4) < 0.1 and abs(order_t - 4) < 0.1
assert table[2][5] < table[2][2]

# ---------- output ----------
print("All quantities dimensionless (hbar = 1, inertia or mass = 1)")
print(f"gamma1 = {G1:.6f}, gamma0 = {G0:.6f}, sum of |gamma| = {2*G1+abs(G0):.4f}")
print(f"2 g1^5 + g0^5 = {quintic_sum:.5f}, coeff of [H,[H,H2]] = {nested_coeff:.6f}")
print("Random 6x6 matrices:")
print(f"  integral formula at tau = {big}: mismatch {integral_gap:.1e}")
print(f"  H2 from logarithm vs commutators: relative mismatch {H2_gap:.1e}")
print(f"  K4 relative mismatch {K4_gap:.1e}; nested term omitted {K4_gap_without:.2f}")
print(f"Oscillator, omega*tau = {tau_ho}: theta = {theta:.6f}")
print(f"  frequency theta/tau = {theta/tau_ho:.6f}, alpha = {alpha:.6f}, beta = {beta:.6f}")
print(f"  one-step state mismatch {ho_gap:.1e}")
print(f"Rotor: g = {g}, grid points = {npoints}")
print(f"  spectral widths: T {eT[-1]-eT[0]:.3f}, V {eV[-1]-eV[0]:.3f}")
print(f"  guaranteed step limit: Strang {tau_limit:.4f}, triple {triple_limit:.4f}")
print(f"  packet mean energy = {np.vdot(psi, H @ psi).real:.5f}")
print(f"  norms: [T,[T,V]] {norm_ttv:.3f}, [V,[V,T]] {norm_vvt:.3f}")
print(f"Local error at tau = {tau}: norm {local_error:.4e}, bound {local_bound:.4e}")
print(f"  on packet: actual {np.linalg.norm(actual):.4e}, "
      f"leading term {np.linalg.norm(leading):.4e}")
print(f"Levels at tau = {tau}: n, E, E_mod, actual shift, tau^2<V'^2>/24")
for n in range(4):
    print(f"  {n}  {E[n]:.6f}  {E_mod[n]:.6f}  {E_mod[n]-E[n]:.6f}  "
          f"{tau**2*force2[n]/24:.6f}")
print("Largest energy error to t = 200: tau, for H, for H + tau^2 H2")
print(f"  0.10  {coarse[0]:.4e}  {coarse[1]:.4e}")
print(f"  0.05  {finer[0]:.4e}  {finer[1]:.4e}")
print(f"  ratios {energy_ratio[0]:.2f}, {energy_ratio[1]:.2f}")
print(f"  tau = 0.10, H only: first half {first[0]:.4e}, second half {second[0]:.4e}")
print(f"State error norms at t = {total}:")
print("  substeps, Strang tau, error vs H, error vs H+tau^2 H2, triple tau, error")
for r in table:
    print(f"  {r[0]:4d}  {r[1]:.2f}  {r[2]:.4e}  {r[3]:.4e}  {r[4]:.2f}  {r[5]:.4e}")
print(f"  observed orders: {order_s:.3f}, {order_m:.3f}, triple {order_t:.3f}")
print(f"  finest row: Strang error / triple error = {table[2][2]/table[2][5]:.1f}")
print("no test failed")
```

It prints:

```
All quantities dimensionless (hbar = 1, inertia or mass = 1)
gamma1 = 1.351207, gamma0 = -1.702414, sum of |gamma| = 4.4048
2 g1^5 + g0^5 = -5.29145, coeff of [H,[H,H2]] = 0.144404
Random 6x6 matrices:
  integral formula at tau = 1.0: mismatch 3.0e-15
  H2 from logarithm vs commutators: relative mismatch 6.2e-07
  K4 relative mismatch 3.2e-05; nested term omitted 1.86
Oscillator, omega*tau = 0.5: theta = 0.505361
  frequency theta/tau = 1.010721, alpha = 1.043868, beta = 0.978626
  one-step state mismatch 2.8e-16
Rotor: g = 4.0, grid points = 17
  spectral widths: T 32.000, V 7.932
  guaranteed step limit: Strang 0.1573, triple 0.0357
  packet mean energy = 2.56551
  norms: [T,[T,V]] 146.364, [V,[V,T]] 71.545
Local error at tau = 0.1: norm 1.3634e-02, bound 1.5178e-02
  on packet: actual 5.8167e-04, leading term 5.8271e-04
Levels at tau = 0.1: n, E, E_mod, actual shift, tau^2<V'^2>/24
  0  0.967665  0.969046  0.001380  0.001375
  1  2.833236  2.836797  0.003561  0.003550
  2  4.546404  4.551030  0.004626  0.004615
  3  6.102335  6.107055  0.004720  0.004711
Largest energy error to t = 200: tau, for H, for H + tau^2 H2
  0.10  1.1420e-02  7.1587e-05
  0.05  2.8736e-03  4.4973e-06
  ratios 3.97, 15.92
  tau = 0.10, H only: first half 1.1401e-02, second half 1.1420e-02
State error norms at t = 6.0:
  substeps, Strang tau, error vs H, error vs H+tau^2 H2, triple tau, error
   150  0.04  2.9978e-03  5.0911e-06  0.12  2.1912e-03
   300  0.02  7.4922e-04  3.1826e-07  0.06  1.3761e-04
   600  0.01  1.8729e-04  1.9892e-08  0.03  8.6107e-06
  observed orders: 2.000, 4.000, triple 3.998
  finest row: Strang error / triple error = 21.8
no test failed
```
